\section*{Thickness limit for hysteresis-free negative capacitance in a ferroelectric–dielectric stack}

\section{Result and conditions}

A ferroelectric film of thickness $t_f$ lies in series with a linear dielectric of thickness $t_d$ and permittivity $\varepsilon_d$, between two metal plates held at voltage $V$. The film has the Landau energy density
\begin{equation}
f(P)=-\frac a2P^2+\frac b4P^4,\qquad a,b>0,
\label{landau}
\end{equation}
where $P$ is the switchable polarization normal to the film. Its remaining polarizability is a linear background permittivity $\varepsilon_b$. If $P$ is uniform and the interface carries no free charge, the state $P=0$ is stable at $V=0$, and the slow response has no hysteresis at any $V$, when
\begin{equation}
t_f<t_{\max}=\frac{t_d}{\varepsilon_d}\left(\frac1a-\varepsilon_b\right),
\qquad a\varepsilon_b<1 .
\label{main}
\end{equation}
For $a\varepsilon_b\ge1$ no film thickness satisfies the condition.

Uniformity is a real restriction. A wide film can lower its energy by forming domains, so \eqref{main} is necessary for stability but not sufficient. Section~\ref{domains} gives the additional condition, which is much the stricter one in the example.

\section{Energy of the stack}

Let $Q$ be the free charge per area on the positive plate. Fields and polarization are counted positive along the direction from that plate to the other. With no free charge at the interface, the displacement is the same in both layers:
\begin{equation}
Q=\varepsilon_bE_f+P=\varepsilon_dE_d .
\label{disp}
\end{equation}
Hence $E_f=(Q-P)/\varepsilon_b$ and $E_d=Q/\varepsilon_d$. Adding the field energies $\tfrac12\varepsilon_bE_f^2$ and $\tfrac12\varepsilon_dE_d^2$ to the Landau energy, and subtracting the work $QV$ done by the source, gives the energy per area that is minimized at fixed voltage:
\begin{equation}
G(P,Q)=t_ff(P)+\frac{t_f(Q-P)^2}{2\varepsilon_b}
+\frac{t_dQ^2}{2\varepsilon_d}-QV .
\label{G}
\end{equation}
Its stationary conditions are
\begin{align}
\frac{\partial G}{\partial Q}&=\frac{t_f(Q-P)}{\varepsilon_b}+\frac{t_dQ}{\varepsilon_d}-V=0,
\label{dQ}\\
\frac{\partial G}{\partial P}&=t_f\left[f'(P)-\frac{Q-P}{\varepsilon_b}\right]=0 .
\label{dP}
\end{align}
The first is $E_ft_f+E_dt_d=V$. The second is $f'(P)=E_f$, the equation of state of the film. The energy \eqref{G} therefore contains the correct electrostatics.

Define $C_b=\varepsilon_b/t_f$ and $C_d=\varepsilon_d/t_d$, both per area. Equation \eqref{dQ} becomes $Q(1/C_b+1/C_d)=V+P/C_b$, so that
\begin{equation}
Q=\frac{C_d(C_bV+P)}{C_b+C_d},\qquad
t_fE_f=\frac{Q-P}{C_b}=\frac{C_dV-P}{C_b+C_d}.
\label{Ef}
\end{equation}
At $V=0$ the film field is opposite to $P$. This is the depolarizing field, and it supplies the stabilization.

Since $G$ is convex in $Q$, it may be minimized over $Q$ first. Call the result $G_r(P)$. Its derivative is $\partial G/\partial P$ taken at the minimizing $Q$, because the other contribution contains $\partial G/\partial Q=0$. Using \eqref{dP} and \eqref{Ef},
\begin{align}
G_r'(P)&=t_ff'(P)+\frac{P-C_dV}{C_b+C_d},\label{Gr1}\\
G_r''(P)&=t_f\left[f''(P)+K\right],\qquad
K=\frac1{t_f(C_b+C_d)}=\frac1{\varepsilon_b+t_f\varepsilon_d/t_d}.
\label{curv}
\end{align}
$K$ is the electrostatic stiffness per volume of film. It falls as the film thickens: at $V=0$ the depolarizing energy per area, $P^2/[2(C_b+C_d)]$, grows more slowly than the thickness and never exceeds $P^2/(2C_d)$.

\section{Stability and absence of hysteresis}

From \eqref{landau}, $f''(P)=-a+3bP^2$. At $V=0$ the point $P=0$ is stationary, and its curvature is positive when $K>a$. Both sides being positive, this is
\begin{equation}
\varepsilon_b+\frac{t_f\varepsilon_d}{t_d}<\frac1a ,
\end{equation}
which rearranges to \eqref{main}.

The condition $a\varepsilon_b<1$ has its own meaning. At fixed plate charge, \eqref{G} has curvature $t_f(f''+1/\varepsilon_b)$ in $P$, the largest stiffness that electrostatics can provide here; $K$ approaches it as $t_f\to0$. If $a$ exceeds $1/\varepsilon_b$, even an isolated charge cannot hold the film at $P=0$. At the opposite extreme, $C_d\to\infty$ gives $K\to0$: a film shorted by its plates is unstable at $P=0$.

Local stability at one voltage does not by itself exclude hysteresis. For $b>0$, however, $f''$ is smallest at $P=0$. If $K>a$, then $G_r''>0$ for every $P$. The voltage enters $G_r'$ as an additive constant, so this holds at every $V$, and each voltage has one equilibrium. No second branch exists on which the film could be trapped. At $t_f=t_{\max}$ the minimum at $V=0$ is still unique, held by the quartic term, but the linear response diverges.

Above the limit the loop can be calculated. Setting \eqref{Gr1} to zero and multiplying by $(C_b+C_d)/C_d$ gives
\begin{equation}
V(P)=\left(1+\frac{C_b}{C_d}\right)t_f\left[(K-a)P+bP^3\right].
\label{VP}
\end{equation}
For $K<a$ the slope vanishes at $P=\pm P_*$ with $P_*^2=(a-K)/(3b)$. There $bP_*^3=\tfrac13(a-K)P_*$, so the bracket has magnitude $\tfrac23(a-K)P_*$. The branches therefore end at $\pm V_c$,
\begin{equation}
V_c=\left(1+\frac{C_b}{C_d}\right)t_f\,
\frac{2}{3\sqrt3}\,\frac{(a-K)^{3/2}}{\sqrt b}.
\label{Vc}
\end{equation}
A slow sweep that passes both ends traces a loop of width $2V_c$. The power $3/2$ makes the loop narrow just above $t_{\max}$, so a coarse voltage sweep can miss it.

\section{Capacitance and voltage gain}

Near $P=0$ the equation of state is $E_f=-aP$. Then $Q=(\varepsilon_b-1/a)E_f$, and the film has the differential capacitance
\begin{equation}
C_f=-\frac{1/a-\varepsilon_b}{t_f},\qquad
\frac{C_d}{|C_f|}=\frac{t_f}{t_{\max}} .
\end{equation}
Stability thus means that $C_f$ is negative, which needs $a\varepsilon_b<1$, and that $C_d<|C_f|$. The series rule gives $1/C=1/C_d-1/|C_f|$. Since $C_ddV_d=C\,dV$, where $V_d$ is the voltage across the dielectric,
\begin{equation}
\frac{dV_d}{dV}=\frac{C}{C_d}=\frac1{1-t_f/t_{\max}} .
\label{gain}
\end{equation}
The gain exceeds one for any stable film of nonzero thickness and grows towards the limit. So does its sensitivity: differentiating \eqref{gain} at fixed $t_{\max}$ shows that a small relative change in $t_f$ produces a relative change in the gain that is $(\text{gain}-1)$ times as large.

\section{Two extensions}

\subsection{Negative quartic coefficient}

Suppose $b<0$ and the energy is bounded by a term $cP^6/6$ with $c>0$. Then $f''=-a+3bP^2+5cP^4$. Its derivative with respect to $P^2$ vanishes at $P^2=-3b/(10c)$, where
\begin{equation}
f''_{\min}=-a-\frac{9b^2}{10c}+\frac{9b^2}{20c}=-a^*,\qquad
a^*=a+\frac{9b^2}{20c}.
\end{equation}
Convexity now requires $K>a^*$, so $a^*$ replaces $a$ in \eqref{main}. Between the two thicknesses calculated with $a^*$ and with $a$, the zero state is locally stable but $V(P)$ has a falling section away from it, and a sufficiently wide sweep shows a loop. Testing the curvature at $P=0$ alone would pass such a film.

\subsection{Nonlinear series element}

Replace the dielectric energy by $U(Q)$ with $U''(Q)=1/C_s(Q)>0$. Elimination of $Q$ now gives the curvature $t_ff''+1/(C_b+C_s)$. If $C_s$ never exceeds $C_{\rm top}$, a sufficient condition for a single-valued uniform response is
\begin{equation}
t_f<\frac{1/a^*-\varepsilon_b}{C_{\rm top}},
\label{nonlinear}
\end{equation}
with $a^*=a$ for $b>0$. An oxide in series with a semiconductor has $C_s<C_d$ when the semiconductor capacitance is positive, so the metal-plate limit is then the cautious choice.

\section{Stability against domains}
\label{domains}

Let the film occupy $0<z<t_f$ and the dielectric $t_f<z<t_f+t_d$. Add the gradient energy density $(g/2)|\nabla P|^2$, and take $\varepsilon_b$ to be isotropic. Consider the small modulation $P=p\cos qx$, uniform in $z$. It has no bound charge inside the film, since $\partial P/\partial z=0$. The potential is $\phi(z)\cos qx$, with $\phi=0$ at both plates and $\phi=\phi_i$ at the interface. Laplace's equation gives
\begin{align}
\phi&=\phi_i\frac{\sinh qz}{\sinh qt_f}&&\text{in the film},\\
\phi&=\phi_i\frac{\sinh q(t_f+t_d-z)}{\sinh qt_d}&&\text{in the dielectric}.
\end{align}
Continuity of normal displacement at the interface reads
\begin{equation}
p-\varepsilon_bq\phi_i\coth qt_f=\varepsilon_dq\phi_i\coth qt_d .
\end{equation}
The field amplitude averaged through the film is $-\phi_i/t_f=-K(q)p$, with
\begin{equation}
K(q)=\frac{1}{t_fq\left[\varepsilon_b\coth qt_f+\varepsilon_d\coth qt_d\right]} .
\label{Kq}
\end{equation}
As $q\to0$, $q\coth qt\to1/t$ and $K(q)\to K$. The total stiffness of the modulation is $-a+gq^2+K(q)$, so stability requires
\begin{equation}
\min_q\left[gq^2+K(q)\right]>a .
\label{dom}
\end{equation}
Because $q\coth qt$ rises with $q$, $K(q)$ falls: field lines close between neighbouring stripes of opposite sign, and the depolarizing field weakens. The gradient energy opposes this. Profiles that also vary with $z$ can only lower the least stiffness, so \eqref{dom} is still a necessary condition.

A closed estimate follows when both $qt_f$ and $qt_d$ are large enough to set the hyperbolic cotangents to one. Then $K(q)\approx\kappa/q$ with $\kappa=1/[t_f(\varepsilon_b+\varepsilon_d)]$. The minimum lies at $q^3=\kappa/(2g)$, where $\kappa/q=2gq^2$ and the sum is $3gq^2$. Setting this equal to $a$ gives $q=\sqrt{a/(3g)}$, and $\kappa=2gq^3$ then yields
\begin{equation}
t_{\rm dom}\approx\frac{\sqrt g}{2(\varepsilon_b+\varepsilon_d)}
\left(\frac3a\right)^{3/2}.
\label{tdom}
\end{equation}
In this regime the limit does not depend on $t_d$: a thicker dielectric raises $t_{\max}$ but gives no protection against fine domains.

A floating metal layer at the interface does not cure this. A modulation of zero mean leaves the metal's potential unchanged, so $\phi_i=0$ and its electrostatic stiffness vanishes. In a film of width $L$ with free edges, the mode $\cos(\pi x/L)$ is then stable only for $L<\pi\sqrt{g/a}$.

\section{Worked example}

The parameters are rough typical values for hafnium--zirconium oxide on silicon dioxide: remanent polarization $P_r=20~\mu\mathrm{C/cm^2}$, coercive field $E_c=1$~MV/cm, $\varepsilon_b=20\varepsilon_0$, $\varepsilon_d=3.9\varepsilon_0$ and $t_d=1$~nm. For the film alone, $f'(P_r)=0$ gives $b=a/P_r^2$. The largest reverse field that the remanent branch withstands is the maximum of $aP-bP^3$, reached at $P_r/\sqrt3$. Equating it to $E_c$ gives
\begin{equation}
a=\frac{3\sqrt3}{2}\frac{E_c}{P_r}
=\frac{2.598\times10^8}{0.20}=1.30\times10^9~\mathrm{m/F}.
\end{equation}
Thus $1/a=7.70\times10^{-10}$~F/m, $\varepsilon_b=1.77\times10^{-10}$~F/m and $a\varepsilon_b=0.23$. With $C_d=3.45~\mu\mathrm{F/cm^2}=0.0345~\mathrm{F/m^2}$,
\begin{equation}
t_{\max}=\frac{(7.70-1.77)\times10^{-10}}{0.0345}~\mathrm m
\approx17.2~\mathrm{nm}=172~\text{\AA}.
\end{equation}
Dropping the background would give 22.3~nm, which is 30\% above this value.

Slow voltage sweeps with uniform $P$ between $\pm0.1$~V test the limit. At $0.95\,t_{\max}$ the two branches coincide within the numerical tolerance; at $1.05\,t_{\max}$ they separate by up to $0.385P_r$.

For $t_f=10$~nm, $t_f/t_{\max}=0.583$ and the small-signal gain is $1/(1-0.583)=2.40$. The film capacitance is $-5.93~\mu\mathrm{F/cm^2}$ and the stack capacitance $2.396\times3.453=8.27~\mu\mathrm{F/cm^2}$. At $V=0.30$~V the oxide takes 0.69~V and the film $-0.39$~V. The linear gain would predict 0.72~V across the oxide; the positive quartic term reduces it.

For $t_f=25$~nm, $K/a=0.740$ and $C_b/C_d=0.205$. Equation \eqref{Vc} gives $V_c=0.400$~V. A sweep in 5~mV steps jumps in the interval centred at 0.3975~V, which contains the unrounded prediction, 0.3996~V.

A film with the same $a$ and $P_r$, but $b=-a/P_r^2$ and $c=2a/P_r^4$, has $a^*=a(1+9/40)=1.225a$. Its limit is 13.1~nm. At 15.1~nm its zero state is locally stable, yet the branches of a sweep differ by up to $1.20P_r$.

\section{What the neglected effects do to these numbers}

\paragraph{Domains.} The coefficient $g$ is not well known for this film, so two trial values are used. For $g=10^{-10}~\mathrm{m^3/F}$, condition \eqref{dom} fails above 2.6~nm, with a period of 3.0~nm; estimate \eqref{tdom} also gives 2.6~nm. For $g=10^{-9}~\mathrm{m^3/F}$ it fails above 7.4~nm. There the period is 10.4~nm and $qt_d=0.61$, too small for \eqref{tdom}, which gives 8.3~nm.

These thicknesses are upper bounds on the stable range. When the profile may vary in depth, with the same $g$ in all directions and free surfaces, the least value of gradient plus electrostatic stiffness at these two points is $0.67a$ and $0.72a$, below the required $a$. For the 10~nm film, condition \eqref{dom} needs at least $g=2.3\times10^{-9}~\mathrm{m^3/F}$, and freedom of the profile in depth raises this requirement to about $4.3\times10^{-9}~\mathrm{m^3/F}$; the same freedom lowers the two thickness limits to about 1.7 and 5.2~nm. For $g=10^{-10}~\mathrm{m^3/F}$ the length $\sqrt{g/a}=0.28$~nm is shorter than a lattice cell, so the numbers for that value are only indicative. With a floating metal interlayer and $g=10^{-10}~\mathrm{m^3/F}$, the formal width limit is 0.87~nm. This is less than two lattice cells, where a continuum gradient energy is no longer reliable, so it indicates only that no practical width is protected. For either trial value the 10~nm gain above therefore describes a state that the model itself predicts to be unstable once domains are allowed.

\paragraph{Oxide breakdown.} At $V=0.30$~V the oxide field is 6.9~MV/cm. It reaches 10~MV/cm, a rough breakdown field, at 0.45~V. The 25~nm film at $V=0$ on its remanent branch has $P=10.2~\mu\mathrm{C/cm^2}$ and would put 24.5~MV/cm across the oxide, so this ideal loop is not a usable operating state.

\paragraph{Tunnelling.} Charge crossing the oxide can collect at the interface and violate \eqref{disp}. An order-of-magnitude estimate assumes metal supply at zero temperature, WKB transmission with unit prefactor, and capture of every electron:
\begin{align}
J&=\frac{em_0}{2\pi^2\hbar^3}\int_0^{w_b}e^{-S(w)}\min(w,eV_d)\,dw,\\
S(w)&=\frac2\hbar\int_0^{t_d}\sqrt{2m_{\rm ox}\left(\Phi+w-eV_dx/t_d\right)}\,dx .
\end{align}
Here $w$ is the depth below the Fermi level in the energy of motion normal to the oxide, and the minimum counts the transverse states that contribute net current. With barrier $\Phi=3.1$~eV, $m_{\rm ox}=0.5m_0$, band depth $w_b=5$~eV and $V_d=0.69$~V, $J$ is about $2\times10^4~\mathrm{A/cm^2}$. At this rate a charge equal to $C_dV_d=2.4~\mu\mathrm{C/cm^2}$ crosses the oxide in about $10^{-10}$~s. Changing $m_{\rm ox}$ to $0.4m_0$ or $0.6m_0$ moves $J$ by a factor of about three. The estimate applies to the polarity in which electrons come from the metal. An interface between two insulators captures them only in trap states, so real charging can be much slower. If only the oxide leaks, the final state has $V_d=0$ and the full applied voltage across the film, as if shorted. Its stabilization is then lost. The approach need not be monotonic: if $P$ follows quickly, the negative film capacitance makes $V_d$ rise before it falls. With uniform $P$ the peak is $V+t_fE_c=1.30$~V, or 13~MV/cm in the oxide, which is above the rough breakdown field. Reaching the final state takes an interface charge somewhat above $P_r=20~\mu\mathrm{C/cm^2}$, because the film becomes fully polarized.

\paragraph{Semiconductor and temperature.} A degenerate silicon inversion layer with two valleys, $m=0.19m_0$ and one occupied subband has $C_q=2me^2/(\pi\hbar^2)=25.4~\mu\mathrm{F/cm^2}$. This is the largest value for non-interacting electrons in one subband of zero thickness; in that model the capacitance is smaller at low carrier density. Exchange can raise the quantum capacitance above this value. At 300~K and about $1.5\times10^{13}~\mathrm{cm^{-2}}$, roughly 30\% of the electrons lie in higher subbands, and the finite depth of the layer brings its total capacitance down to about $10~\mu\mathrm{F/cm^2}$. The value $C_q$ therefore serves only as a cautious ceiling in inversion. Using it in series with $C_d$ as $C_{\rm top}$ in \eqref{nonlinear} gives 19.5~nm. This is a sufficient limit for uniform $P$ only if $C_s$ never exceeds that $C_{\rm top}$ during the sweep; accumulation and further occupied subbands need their own check. If $a\propto T_0-T$ with a rough $T_0=700$~K, the value above refers to 300~K, and $\varepsilon_b$ is fixed, then $t_{\max}$ is 14.0~nm at 233~K and 24.4~nm at 398~K. The coldest operating temperature sets the limit.

\paragraph{Comparison with real films.} Hafnium--zirconium oxide films about 10~nm thick are polycrystalline and switch through domains. Their measured coercive field can therefore lie below the intrinsic field that belongs in $a$. Doubling $E_c$ at fixed $P_r$ lowers $t_{\max}$ to 6.0~nm, and the 10~nm film becomes hysteretic even with uniform $P$. Above $E_c=4.35$~MV/cm, with the same $P_r$ and $\varepsilon_b$, $a\varepsilon_b$ exceeds one and no thickness is stable. The assumption of uniformity also matters greatly: relaxing it moves the 17~nm limit below 2.6 or 7.4~nm for the two trial coefficients. A design using \eqref{main} needs an intrinsic value of $a$, a separate check of \eqref{dom}, and limits on oxide field and leakage. The numerical output follows this text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
remanent polarization: 20.0 uC/cm2
coercive field: 1.00 MV/cm
film background relative permittivity: 20.0
oxide relative permittivity: 3.9
oxide thickness: 1.00 nm
Landau a: 1.2990e+09 m/F
Landau b: 3.2476e+10 m5/(F C2)
a*eps_b: 0.2300
largest usable background permittivity: 86.9 eps0
t_max without background: 22.29 nm
t_max: 17.16 nm = 171.6 angstrom
loop opening at 0.95 t_max: 3.3e-09 P_r
loop opening at 1.05 t_max: 0.385 P_r
thin film: 10.0 nm, t_f/t_max = 0.5826
gain, relaxed / formula: 2.3957 / 2.3958
oxide capacitance: 3.453 uF/cm2
film capacitance at P=0: -5.927 uF/cm2
stack capacitance at P=0: 8.273 uF/cm2
thick film: 25.0 nm, K/a = 0.7399
fold voltage, formula / sweep: 0.3996 / 0.3975 V
thick film at V=0: P = 10.20 uC/cm2
thick film at V=0: oxide field = 24.5 MV/cm
first-order film: b P_r^2/a = -1.0, c P_r^4/a = 2.0
first-order film: a*/a = 1.2250
first-order limit, formula / numeric: 13.070 / 13.070 nm
first-order loop opening at 15.12 nm: 1.199 P_r
g = 1e-10 m3/F: domain limit 2.61 nm, period 3.04 nm
  lowest stiffness/a, profile free in depth: 0.668
g = 1e-09 m3/F: domain limit 7.35 nm, period 10.37 nm
  lowest stiffness/a, profile free in depth: 0.723
g needed for a uniform thin film: 2.31e-09 m3/F
floating metal, g = 1e-10 m3/F: largest width 0.87 nm
thin film at V = 0.30 V: P = 3.071 uC/cm2
  oxide voltage: 0.6895 V
  oxide field: 6.89 MV/cm
  film field: -0.389 MV/cm
voltage for oxide field 10 MV/cm: 0.454 V
tunnel barrier 3.1 eV, mass 0.5 m0, band depth 5 eV
tunnel current, upper estimate: 1.8e+04 A/cm2
time to bring charge D to the interface: 1.3e-10 s
inversion-layer capacitance: 25.4 uF/cm2
t_max with inversion layer: 19.50 nm
rough Curie-Weiss temperature: 700 K, reference 300 K
t_max at 233 K: 13.97 nm
t_max at 398 K: 24.40 nm
t_max for coercive field 2.0 MV/cm: 6.02 nm
\end{verbatim}
